# Stability threshold and ground state of the equal-mass spinless Salpeter Hamiltonian: test program

```python
# RESULT UNDER TEST
# H = 2 sqrt(p^2 c^2 + m^2 c^4) - a hbar c / r  (equal masses, no spin, total
# momentum zero) is bounded below if and only if a <= 4/pi. Below 4/pi,
#   2 sqrt(1-(pi a/4)^2) <= E0/(m c^2) <= 2 sqrt(1-a^2/4).
# Symbols: a = dimensionless coupling, k = wave number in m c/hbar,
# r = distance in hbar/(m c), energies in m c^2 unless a unit is printed.
# Trial radial function u = r psi = r^nu exp(-beta r) times Laguerre polynomials.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma, binom, factorial, roots_jacobi, eval_genlaguerre

pi = np.pi
critical = 4 / pi


def short_distance_power(a):
    return brentq(lambda v: v / np.tan(pi * v / 2) - a / 2, 1e-9, 1 - 1e-9)


def ratio_formula(nu):
    """<k>/<1/r> for u = r^nu exp(-beta r), from the derived formula."""
    K = quad(lambda th: np.sin(2 * (nu + 1) * th) * np.cos(th)**(2 * nu),
             0, pi / 2, epsabs=1e-12, limit=200)[0]
    return (2 / pi) * 4**nu * gamma(nu + 1)**2 * (nu + 1) * K / gamma(2 * nu + 1)


class TrialSpace:
    """Orthonormal Laguerre functions; momentum integrals use k = beta tan(theta)."""

    def __init__(self, nu, count, nodes=160):
        x, w = roots_jacobi(nodes, 0, 2 * nu - 1)
        t = pi / 4 * (1 + x)
        theta = pi / 2 - t
        self.cos, self.sin = np.sin(t), np.cos(t)
        # weights for integrals of cos(theta)^(2 nu - 1) times a smooth function
        self.weight = w * pi / 4 * (np.sin(t) / (1 + x))**(2 * nu - 1)
        rows = []
        for n in range(count):
            norm = np.sqrt(2 / pi * 2**(2 * nu + 1) * factorial(n)
                           / gamma(n + 2 * nu + 1))
            total = np.zeros_like(theta)
            for j in range(n + 1):
                coefficient = (-1)**j * binom(n + 2 * nu, n - j) / factorial(j)
                total += (coefficient * 2**j * gamma(nu + j + 1)
                          * np.sin((nu + j + 1) * theta) * self.cos**j)
            rows.append(norm * total)
        self.f = np.array(rows)
        n = np.arange(count)
        low = np.minimum.outer(n, n)
        norms = np.sqrt(factorial(n) / gamma(n + 2 * nu + 1))
        self.inverse_r = (2 * np.outer(norms, norms) * gamma(low + 2 * nu + 1)
                          / (2 * nu * factorial(low)))  # to be multiplied by beta

    def overlap(self):
        return (self.f * (self.weight * self.cos)) @ self.f.T

    def energy(self, a, beta, count):
        root = 2 * np.sqrt(self.cos**2 + beta**2 * self.sin**2)
        f = self.f[:count]
        h = (f * (self.weight * root)) @ f.T
        h = h - a * beta * self.inverse_r[:count, :count]
        return np.linalg.eigvalsh((h + h.T) / 2)[0]


def log_grid(top, step=0.04, bottom=-8.0):
    """Grid t = ln k and the s-wave kernel ln|(k+q)/(k-q)|."""
    t = bottom + step * np.arange(int(round((top - bottom) / step)) + 1)
    s = np.abs(t[:, None] - t[None, :])
    np.fill_diagonal(s, 1.0)
    kernel = -np.log(np.tanh(s / 2))
    # diagonal entry corrects the trapezoidal rule for the log singularity
    np.fill_diagonal(kernel, np.log(4 * pi / step))
    return t, step * kernel / pi


def grid_ground_state(a, top=18.0):
    t, kernel = log_grid(top)
    k = np.exp(t)
    h = -a * np.sqrt(np.outer(k, k)) * kernel
    h[np.diag_indices_from(h)] += 2 * np.sqrt(k**2 + 1)
    value, vector = eigh(h, subset_by_index=[0, 0])
    return value[0], t, np.abs(vector[:, 0]) / np.sqrt(k)


# --- the integral behind the inequality <1/r> <= (pi/2) <k> ---
log_kernel = lambda x: np.log(abs((1 + x) / (1 - x))) / x
log_integral = quad(log_kernel, 0, 1)[0] + quad(log_kernel, 1, 2)[0] \
    + quad(log_kernel, 2, np.inf)[0]
assert abs(log_integral - pi**2 / 2) < 1e-6
angular = quad(lambda x: 1 / (1 + 0.4**2 - 0.8 * x), -1, 1)[0]
assert abs(angular - np.log(1.4 / 0.6) / 0.4) < 1e-10

# --- sharp constant from diagonalization of k^(-1/2) (1/r) k^(-1/2) ---
_, scale_kernel = log_grid(18.0)
size = len(scale_kernel)
top_eigenvalue = eigh(scale_kernel, eigvals_only=True,
                      subset_by_index=[size - 1, size - 1])[0]
assert 0.98 * pi / 2 < top_eigenvalue < pi / 2

# --- transform and ratio for u = sqrt(r) exp(-r), from the definitions ---
def transform(k, nu=0.5):
    return (np.sqrt(2 / pi) * gamma(nu + 1) * np.sin((nu + 1) * np.arctan(k))
            / (1 + k * k)**((nu + 1) / 2))


direct_transform = np.sqrt(2 / pi) * quad(
    lambda r: np.sqrt(r) * np.exp(-r) * np.sin(1.7 * r), 0, 40, limit=400)[0]
assert abs(direct_transform - transform(1.7)) < 1e-6
mean_k = quad(lambda k: k * transform(k)**2, 0, np.inf, limit=400)[0]
mean_inverse_r = quad(lambda r: np.exp(-2 * r), 0, np.inf)[0]
assert abs(mean_k / mean_inverse_r - ratio_formula(0.5)) < 1e-6

nus = [1.0, 0.1, 0.01, 0.001]
ratios = [ratio_formula(v) for v in nus]
assert all(x > y for x, y in zip(ratios, ratios[1:]))
assert ratios[-1] > 2 / pi and ratios[-1] - 2 / pi < 1e-3

# --- collapse above 4/pi with one trial function ---
a_above, nu_above = 1.3, 0.01
narrow = TrialSpace(nu_above, 1)
slope = (2 * ratio_formula(nu_above) - a_above) / nu_above
betas_above = [1.0, 10.0, 100.0]
collapse = [narrow.energy(a_above, b, 1) for b in betas_above]
assert slope < 0 and collapse[2] < collapse[1] < 0
for b, e in zip(betas_above, collapse):
    assert slope * b - 1e-5 * b < e < 2 + slope * b + 1e-5 * b

# --- cutoff dependence on the grid: stable below, proportional above ---
a_grid = 1.5
grid_above = [grid_ground_state(a_grid, top)[0] for top in (14.0, 16.0)]
grid_below = [grid_ground_state(1.2, top)[0] for top in (14.0, 16.0)]
assert grid_above[0] < 0
assert abs(grid_above[1] / grid_above[0] / np.exp(2) - 1) < 0.02
assert abs(grid_below[1] - grid_below[0]) < 0.01

# --- variational ground states and independent grid energies ---
counts = [1, 2, 4, 8, 12]
results = {}
for a in (0.5, 1.0, 1.2):
    nu = short_distance_power(a)
    space = TrialSpace(nu, 12)
    assert np.max(np.abs(space.overlap() - np.eye(12))) < 1e-7
    best = minimize_scalar(lambda b: space.energy(a, b, 1), bounds=(0.02, 4),
                           method="bounded", options={"xatol": 1e-9})
    energies = [space.energy(a, best.x, n) for n in counts]
    assert all(y <= x + 1e-9 for x, y in zip(energies, energies[1:]))
    grid_energy, t, w = grid_ground_state(a)
    # allowance: finite basis, plus the momentum tail cut off at k = exp(18)
    assert abs(energies[-1] - grid_energy) < 1e-4 + 4 * np.exp(-36 * nu)
    lower = 2 * np.sqrt(1 - (pi * a / 4)**2)
    upper = 2 * np.sqrt(1 - a * a / 4)
    assert lower < energies[-1] < upper and lower < grid_energy < upper
    results[a] = (nu, best.x, energies, grid_energy, lower, upper)
    if a == 1.0:
        i, j = np.argmin(abs(t - 6)), np.argmin(abs(t - 9))
        tail_power = np.log(w[j] / w[i]) / (t[j] - t[i])
        assert abs(tail_power + 1 + nu) < 0.01
        # elements of 1/r from position space
        integral = quad(lambda x: x**(2 * nu - 1) * np.exp(-x)
                        * eval_genlaguerre(1, 2 * nu, x)
                        * eval_genlaguerre(3, 2 * nu, x), 0, 80, limit=300)[0]
        element = 2 * integral * np.sqrt(factorial(1) * factorial(3)
                                         / gamma(2 + 2 * nu) / gamma(4 + 2 * nu))
        assert abs(element - space.inverse_r[1, 3]) < 1e-7
        # one-function energy written as a single angular integral
        b = best.x
        single = 4 * quad(lambda th: np.sqrt(np.cos(th)**2 + (b * np.sin(th))**2)
                          * np.sin(1.5 * th)**2, 0, pi / 2)[0] - 2 * b
        assert abs(single - energies[0]) < 1e-8

# --- worked example in SI ---
mass = 1.0e-27
rest = mass * const.c**2
length = const.hbar / (mass * const.c)
to_mev = 1 / (const.e * 1e6)
nu, beta, energies, grid_energy, lower, upper = results[1.0]
E0 = energies[-1]

print(f"critical coupling 4/pi = {critical:.6f}")
print(f"integral of ln|(1+x)/(1-x)|/x = {log_integral:.6f}; pi^2/2 = {pi**2/2:.6f}")
print(f"largest grid value of <1/r>/<k> = {top_eigenvalue:.5f}; pi/2 = {pi/2:.5f}")
for v, R in zip(nus, ratios):
    print(f"nu = {v:g}: 2R = {2*R:.6f}")
print(f"a = {a_above}, nu = {nu_above}: slope (2R-a)/nu = {slope:.4f}")
for b, e in zip(betas_above, collapse):
    print(f"  beta = {b:g} mc/hbar: trial energy = {e:.3f} mc^2")
for a, pair in ((1.2, grid_below), (a_grid, grid_above)):
    print(f"grid a = {a}: E at cutoff e^14 = {pair[0]:.5f}, e^16 = {pair[1]:.5f} mc^2")
print(f"grid energy ratio at a = {a_grid}: {grid_above[1]/grid_above[0]:.4f};"
      f" cutoff ratio = {np.exp(2):.4f}")
print(f"example: m = {mass:.1e} kg, a = 1, nu = {nu:.6f}")
print(f"rest energy mc^2 = {rest:.6e} J")
print(f"length hbar/(mc) = {length:.6e} m")
print(f"optimal beta = {beta:.6f} mc/hbar; 1/beta = {length/beta:.6e} m")
for n, e in zip(counts, energies):
    print(f"  {n} functions: E = {e:.7f} mc^2")
print(f"independent grid energy = {grid_energy:.7f} mc^2")
print(f"momentum tail power = {tail_power:.4f}; predicted = {-1-nu:.4f}")
print(f"E0 = {E0*rest:.5e} J = {E0*rest*to_mev:.3f} MeV")
print(f"binding 2mc^2-E0 = {(2-E0)*rest:.5e} J = {(2-E0)*rest*to_mev:.3f} MeV")
print(f"binding 2mc^2-E0 = {2-E0:.6f} mc^2; nonrelativistic a^2/4 = {1/4:.6f} mc^2")
print("a, nu, beta (mc/hbar), then energies in mc^2: lower, variational, grid, upper")
for a, (v, b, es, g, lo, up) in results.items():
    print(f"{a:.1f} {v:.5f} {b:.5f} {lo:.6f} {es[-1]:.6f} {g:.6f} {up:.6f}")
print("done: every assertion held")
```

It prints:

```
critical coupling 4/pi = 1.273240
integral of ln|(1+x)/(1-x)|/x = 4.934802; pi^2/2 = 4.934802
largest grid value of <1/r>/<k> = 1.55472; pi/2 = 1.57080
nu = 1: 2R = 1.697653
nu = 0.1: 2R = 1.321559
nu = 0.01: 2R = 1.278149
nu = 0.001: 2R = 1.273731
a = 1.3, nu = 0.01: slope (2R-a)/nu = -2.1851
  beta = 1 mc/hbar: trial energy = -1.685 mc^2
  beta = 10 mc/hbar: trial energy = -21.787 mc^2
  beta = 100 mc/hbar: trial energy = -218.503 mc^2
grid a = 1.2: E at cutoff e^14 = 1.36402, e^16 = 1.36386 mc^2
grid a = 1.5: E at cutoff e^14 = -3542.17351, e^16 = -26173.31968 mc^2
grid energy ratio at a = 1.5: 7.3891; cutoff ratio = 7.3891
example: m = 1.0e-27 kg, a = 1, nu = 0.500000
rest energy mc^2 = 8.987552e-11 J
length hbar/(mc) = 3.517673e-16 m
optimal beta = 0.492413 mc/hbar; 1/beta = 7.143744e-16 m
  1 functions: E = 1.6584649 mc^2
  2 functions: E = 1.6584649 mc^2
  4 functions: E = 1.6581850 mc^2
  8 functions: E = 1.6581759 mc^2
  12 functions: E = 1.6581758 mc^2
independent grid energy = 1.6581756 mc^2
momentum tail power = -1.5005; predicted = -1.5000
E0 = 1.49029e-10 J = 930.168 MeV
binding 2mc^2-E0 = 3.07216e-11 J = 191.749 MeV
binding 2mc^2-E0 = 0.341824 mc^2; nonrelativistic a^2/4 = 0.250000 mc^2
a, nu, beta (mc/hbar), then energies in mc^2: lower, variational, grid, upper
0.5 0.80925 0.23254 1.839334 1.933089 1.933089 1.936492
1.0 0.50000 0.49241 1.237982 1.658176 1.658176 1.732051
1.2 0.26294 0.64823 0.668538 1.363772 1.363802 1.600000
done: every assertion held
```
